# McLean's Kinetics of Interface Segregation from a Half-Space, part 1

(Sections cited here and not found follow in the second part.)

## 1. What an equilibrium calculation misses

A solute that lowers its energy by sitting in a grain boundary collects there during an anneal. An equilibrium calculation gives the final content of the boundary and says nothing about when it is reached. In the example of the second half, equilibrium would put 4.8 at.% of solute in the boundary, while one hour of annealing at 1500 K brings it to 2.7 at.%.

Guessing a rate law does not repair this. Suppose that the approach to equilibrium were a simple exponential decay. The time to 90 % filling would then be $\ln 10/\ln 2\approx3.3$ times the time to half filling. For a boundary fed by diffusion from a deep crystal the ratio is 52. An anneal planned with the exponential would stop far too early.

The correct law follows from two facts. The boundary can gain only what the adjacent lattice delivers, and the lattice next to the boundary becomes depleted as it delivers. The solution of this coupled problem contains an exponential multiplied by a complementary error function.

## 2. The model

An interface of thickness $\delta$ lies against a crystal that fills $x>0$. The coordinate $x$ is the distance from the edge of the interface into the crystal. The atomic fraction of solute is $c(x,t)$ in the lattice and $X_b(t)$ in the interface. Both regions have the same number $N$ of atomic sites per volume. The lattice diffusivity $D$ is constant, and the lattice is uniform at the start:

$$c(x,0)=c_0\qquad(x>0).$$

The number of crystals that feed the interface is $m$. A grain boundary between two equivalent crystals has $m=2$. A metal face on a liner that neither absorbs nor passes the solute has $m=1$. With $m=2$ the two crystals are mirror images, so one function $c(x,t)$ describes both.

The interface is flat and at rest, and no precipitates form. Solute spreads across the thickness $\delta$ fast enough for a single number $X_b$ to describe the interface. Exchange between the interface and the adjacent lattice plane is also fast, so these two are in local equilibrium. The temperature jumps to the anneal temperature at $t=0$ and then stays fixed.

Lengths are in nanometres, times in seconds and energies in electronvolts, since atomic units would be unnatural for an anneal.

## 3. When the enrichment ratio is constant

Local equilibrium relates $X_b(t)$ to $c(0,t)$. Let $n$ solute atoms be distributed at random over $M$ interface sites. Their configurational entropy is

$$S=k\ln\frac{M!}{n!\,(M-n)!}.$$

Stirling's formula, $\ln n!\approx n\ln n-n$, gives

$$\frac{\partial S}{\partial n}=k\ln\frac{M-n}{n}=-k\ln\frac{X_b}{1-X_b},\qquad X_b=\frac nM .$$

The same expression with $c$ in place of $X_b$ holds for the lattice. Now exchange a solute atom of the lattice with a host atom of the interface. Let this release the energy $E>0$, taken to be independent of composition, and neglect any change of vibrational entropy. In equilibrium the exchange leaves the free energy unchanged:

$$-E+kT\ln\frac{X_b}{1-X_b}-kT\ln\frac{c}{1-c}=0 .$$

Hence

$$\frac{X_b}{1-X_b}=\beta\,\frac{c}{1-c},\qquad \beta=e^{E/kT},\qquad(1)$$

where $c$ is taken at $x=0$. This is the Langmuir–McLean isotherm. If $c\ll1$ and $X_b\ll1$, both denominators are close to one, and

$$X_b(t)=\beta\,c(0,t).\qquad(2)$$

A constant enrichment ratio is therefore a property of the dilute limit. The condition on $X_b$ is the stricter one when $\beta$ is large. Equation (2) is used from here on, and Section 12 returns to equation (1).

The ratio $\beta$ belongs to the anneal temperature. The starting content $X_b(0)$ is free. It may be the equilibrium content of an earlier temperature, or the bulk composition in a newly formed boundary.

## 4. The balance at the interface

Per unit area, the interface holds $N\delta X_b$ solute atoms. Fick's law gives the flux in the direction of increasing $x$ as $-ND\,\partial c/\partial x$. Solute entering the interface moves towards decreasing $x$, so each crystal delivers $+ND\,\partial c/\partial x$, evaluated at $x=0$. The sign is as it should be: if the lattice is depleted near the interface, $c$ rises with $x$ and the interface gains. With $m$ crystals, and after division by $N$,

$$\delta\,\frac{dX_b}{dt}=mD\left.\frac{\partial c}{\partial x}\right|_{x=0}.\qquad(3)$$

Insert equation (2) and divide by $\beta\delta$:

$$\left.\frac{\partial c}{\partial t}\right|_{x=0}=hD\left.\frac{\partial c}{\partial x}\right|_{x=0},\qquad h=\frac{m}{\beta\delta}.\qquad(4)$$

The length $1/h=\beta\delta/m$ has a direct meaning. At equilibrium with lattice of composition $c_0$, the interface holds $\delta\beta c_0$ (fraction times width). Each crystal holds the same amount, divided by $m$, in an undepleted layer of thickness $1/h$. The interface is thus equivalent to a layer of lattice much thicker than itself when $\beta$ is large, and this makes the filling slow.

Equation (4) contains a time derivative because the interface stores solute. A boundary held at fixed composition, or one that passes no flux, would have no such term.

## 5. Reduction to one dimensionless function

At $t=0$ the lattice edge adjusts at once to the interface, so $c(0,0^+)=X_b(0)/\beta$. This generally differs from $c_0$. The adjusted layer has vanishing thickness at that instant, so the jump requires no finite amount of solute. Define $u(x,t)$ by

$$c(x,t)=c_0+\left[\frac{X_b(0)}{\beta}-c_0\right]u(x,t).\qquad(5)$$

The bracket is a constant. If it vanishes, the interface starts in equilibrium and nothing happens. Otherwise it cancels from the linear equations, which become

$$\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2}\quad(x>0),\qquad
\frac{\partial u}{\partial t}=hD\frac{\partial u}{\partial x}\quad(x=0),\qquad(6)$$

$$u(x,0)=0\quad(x>0),\qquad u(0,0^+)=1,\qquad u\to0\quad(x\to\infty).\qquad(7)$$

Multiply equation (5) at $x=0$ by $\beta$:

$$X_b(t)=\beta c_0+[X_b(0)-\beta c_0]\,u(0,t).$$

Subtract $X_b(0)$ from both sides and collect the common factor:

$$X_b(t)-X_b(0)=[\beta c_0-X_b(0)]\,[1-u(0,t)].$$

The filling, meaning the completed fraction of the total change, is therefore

$$F(t)=\frac{X_b(t)-X_b(0)}{\beta c_0-X_b(0)}=1-u(0,t).\qquad(8)$$

It does not depend on $X_b(0)$ or on $c_0$. It also describes an interface that starts over-enriched and loses solute to the lattice.

## 6. There is only one solution

Let $w$ be the difference of two solutions of (6) and (7) that decay fast enough at large $x$ for the integrals below to exist. Then $w$ obeys (6) and starts from zero in the lattice and at the edge. Consider

$$A(t)=\frac12\int_0^\infty w^2\,dx+\frac{w(0,t)^2}{2h}.$$

Differentiate, and use the two equations (6) for the time derivatives:

$$\frac{dA}{dt}=D\int_0^\infty w\,\frac{\partial^2w}{\partial x^2}\,dx+D\,w(0,t)\left.\frac{\partial w}{\partial x}\right|_{0}.$$

Integration by parts turns the first term into

$$-D\,w(0,t)\left.\frac{\partial w}{\partial x}\right|_0-D\int_0^\infty\left(\frac{\partial w}{\partial x}\right)^2dx .$$

The edge terms cancel, which leaves

$$\frac{dA}{dt}=-D\int_0^\infty\left(\frac{\partial w}{\partial x}\right)^2dx\le0 .$$

Since $A$ starts at zero, cannot become negative and cannot grow, it stays zero. Hence $w=0$. Any function that satisfies (6) and (7) and decays in this way is the solution, however it was found.

## 7. The Laplace transform

Define, for $s>0$,

$$\tilde u(x,s)=\int_0^\infty e^{-st}u(x,t)\,dt .$$

Integration by parts shows that $\partial u/\partial t$ has the transform $s\tilde u-u(x,0^+)$. This is $s\tilde u$ inside the crystal and $s\tilde u-1$ at the edge. The diffusion equation becomes

$$\frac{\partial^2\tilde u}{\partial x^2}=q^2\tilde u,\qquad q=\sqrt{s/D}.$$

The solution that decays at large $x$ is $\tilde u=Be^{-qx}$. Its slope at the edge is $-qB$, so the edge condition reads

$$sB-1=-hDqB\quad\Longrightarrow\quad B=\frac1{s+hDq}.$$

With $s=Dq^2$,

$$\tilde u(x,s)=\frac{e^{-qx}}{Dq\,(q+h)}.\qquad(9)$$

## 8. A transform pair

The inversion needs one pair, valid for $z\ge0$:

$$\int_0^\infty e^{-st}\,\frac{e^{-z^2/4Dt}}{\sqrt{\pi t}}\,dt=\frac{e^{-qz}}{\sqrt s}.\qquad(10)$$

To prove it, put $t=w^2$, so that $dt/\sqrt t=2\,dw$, where $w$ is now an integration variable. With $a=\sqrt s$ and $b=z/(2\sqrt D)$ the left side is

$$\frac2{\sqrt\pi}\int_0^\infty e^{-a^2w^2-b^2/w^2}\,dw .$$

The exponent can be written with a square, because

$$a^2w^2+\frac{b^2}{w^2}=\left(aw-\frac bw\right)^2+2ab,\qquad 2ab=z\sqrt{s/D}=qz .$$

What remains is

$$J=\int_0^\infty e^{-(aw-b/w)^2}\,dw .$$

For $b>0$, replace $w$ by $b/(aw)$. The square in the exponent is unchanged, and the measure becomes $b\,dw/(aw^2)$ after the limits are put back in order. Add the two forms of $J$:

$$2J=\frac1a\int_0^\infty e^{-(aw-b/w)^2}\left(a+\frac b{w^2}\right)dw .$$

The bracket is the derivative of $v=aw-b/w$, which runs from $-\infty$ to $\infty$. The integral is therefore $\int_{-\infty}^{\infty}e^{-v^2}dv=\sqrt\pi$, and $J=\sqrt\pi/(2a)$. For $b=0$ the ordinary Gaussian integral gives the same value. The left side of (10) is thus

$$\frac2{\sqrt\pi}\,e^{-qz}\,\frac{\sqrt\pi}{2\sqrt s}=\frac{e^{-qz}}{\sqrt s},$$

as claimed.

## 9. Inversion and the filling law

The factor $1/(q+h)$ in equation (9) can be written as an integral of exponentials:

$$\frac1{q+h}=\int_0^\infty e^{-(q+h)y}\,dy .$$

Hence

$$\tilde u=\int_0^\infty e^{-hy}\,\frac{e^{-q(x+y)}}{Dq}\,dy .$$

Since $\sqrt s=q\sqrt D$, we have $1/(Dq)=1/(\sqrt D\sqrt s)$. Equation (10) with $z=x+y$ then inverts the integrand:

$$u(x,t)=\frac1{\sqrt{\pi Dt}}\int_0^\infty\exp\left[-hy-\frac{(x+y)^2}{4Dt}\right]dy .\qquad(11)$$

The integrand is positive, so the order of the two integrations may be exchanged. Use $z=x+y$ as the variable and complete the square:

$$-h(z-x)-\frac{z^2}{4Dt}=hx+h^2Dt-\frac{(z+2hDt)^2}{4Dt}.$$

Expanding the last square gives $-z^2/4Dt-hz-h^2Dt$, which confirms the identity. Now put $p=(z+2hDt)/(2\sqrt{Dt})$, so that $dz=2\sqrt{Dt}\,dp$. The lower limit $z=x$ becomes

$$\zeta=\frac{x}{2\sqrt{Dt}}+h\sqrt{Dt}.$$

The prefactor becomes $2\sqrt{Dt}/\sqrt{\pi Dt}=2/\sqrt\pi$. With the definition $\mathrm{erfc}\,\zeta=(2/\sqrt\pi)\int_\zeta^\infty e^{-p^2}dp$,

$$u(x,t)=e^{hx+h^2Dt}\,\mathrm{erfc}\,\zeta .\qquad(12)$$

**Direct verification.** Write $G=e^{-x^2/4Dt}$. Since $\zeta^2=x^2/4Dt+hx+h^2Dt$, the product $e^{hx+h^2Dt}e^{-\zeta^2}$ equals $G$. The derivative of $\mathrm{erfc}\,\zeta$ is $-(2/\sqrt\pi)e^{-\zeta^2}$ times that of $\zeta$, so

$$\frac{\partial u}{\partial x}=hu-\frac{G}{\sqrt{\pi Dt}},\qquad
\frac{\partial^2u}{\partial x^2}=h^2u-\frac{hG}{\sqrt{\pi Dt}}+\frac{x}{2Dt}\frac{G}{\sqrt{\pi Dt}},$$

$$\frac{\partial u}{\partial t}=h^2Du-\frac{hDG}{\sqrt{\pi Dt}}+\frac{x}{2t}\frac{G}{\sqrt{\pi Dt}}.$$

The third expression is $D$ times the second. At $x=0$, where $G=1$, it is $hD$ times the first. Both equations (6) hold. As $t\to0$, $\zeta\to\infty$ for $x>0$ and $u\to0$, while at $x=0$ we have $\zeta\to0$ and $u\to1$. For large $x$, $u$ decays like a Gaussian. By Section 6 this is the solution.

At $x=0$, equation (8) gives the filling law:

$$F(t)=1-e^{h^2Dt}\,\mathrm{erfc}\left(h\sqrt{Dt}\right),\qquad h=\frac m{\beta\delta}.\qquad(13)$$

For a grain boundary, $m=2$, this is McLean's law:

$$\frac{X_b(t)-X_b(0)}{\beta c_0-X_b(0)}=1-\exp\left(\frac{4Dt}{\beta^2\delta^2}\right)\mathrm{erfc}\left(\frac{2\sqrt{Dt}}{\beta\delta}\right).\qquad(14)$$

The factor 4 is the square of the number of feeding crystals. At the same $\beta$, $\delta$ and $D$, an interface fed from one side needs four times as long to reach a given filling.

# Second half: limits, example and range of validity

## 10. Symbols and results carried over

The interface has width $\delta$, solute fraction $X_b(t)$ and constant enrichment ratio $\beta=X_b(t)/c(0,t)$. It is fed by $m$ crystals with diffusivity $D$ and initial solute fraction $c_0$. With $h=m/(\beta\delta)$, the lattice profile is

$$c=c_0+\left[\frac{X_b(0)}\beta-c_0\right]u,\qquad u=e^{hx+h^2Dt}\,\mathrm{erfc}\left(\frac x{2\sqrt{Dt}}+h\sqrt{Dt}\right).$$

The filling $F$, the completed fraction of the change from $X_b(0)$ to $\beta c_0$, is $1-u(0,t)$. It depends on the single variable

$$\theta=h\sqrt{Dt}=\sqrt{t/\tau},\qquad \tau=\frac1{h^2D}=\frac{\beta^2\delta^2}{m^2D},\qquad F=1-e^{\theta^2}\mathrm{erfc}\,\theta .$$

The square of $\beta$ in $\tau$ reflects diffusion: doubling $\beta$ doubles the depth of lattice that must be drained, and the time grows as the depth squared.

## 11. Early filling, late filling and the solute balance

In $\mathrm{erfc}\,\theta=(2/\sqrt\pi)\int_\theta^\infty e^{-r^2}dr$ put $r=p+\theta$. The factor $e^{\theta^2}$ cancels one term of the exponent, and

$$1-F=\frac2{\sqrt\pi}\int_0^\infty e^{-p^2-2p\theta}\,dp .\qquad(15)$$

The right side falls steadily as $\theta$ grows, so the filling never overshoots. Both limits follow from the inequalities $1-a\le e^{-a}\le1-a+a^2/2$ for $a\ge0$.

**Early times.** Take $a=2p\theta$. The integrals needed are $\int_0^\infty pe^{-p^2}dp=1/2$ and $\int_0^\infty p^2e^{-p^2}dp=\sqrt\pi/4$. They give

$$\frac{2\theta}{\sqrt\pi}-\theta^2\le F\le\frac{2\theta}{\sqrt\pi}.\qquad(16)$$

The filling starts as $F\approx2h\sqrt{Dt/\pi}$. The amount gained per area, in units of fraction times width, is then

$$\delta[X_b(t)-X_b(0)]\approx\delta[\beta c_0-X_b(0)]\,\frac{2m}{\beta\delta}\sqrt{\frac{Dt}\pi}=2m\left[c_0-\frac{X_b(0)}\beta\right]\sqrt{\frac{Dt}\pi}.$$

For an initially empty interface this is $2mc_0\sqrt{Dt/\pi}$, and $\beta$ has dropped out. The interface still holds so little that the lattice edge stays near zero concentration. The uptake is then limited by the lattice alone, and data from this regime cannot determine $\beta$.

**Late times.** In equation (15) put $r=2p\theta$:

$$1-F=\frac1{\theta\sqrt\pi}\int_0^\infty e^{-r-r^2/4\theta^2}\,dr .$$

Now take $a=r^2/4\theta^2$ and use $1-a\le e^{-a}\le1$ with $\int_0^\infty r^2e^{-r}dr=2$:

$$\frac1{\theta\sqrt\pi}\left(1-\frac1{2\theta^2}\right)\le1-F\le\frac1{\theta\sqrt\pi}.\qquad(17)$$

The unfilled part decays as $t^{-1/2}$. Reaching an unfilled part $\epsilon\ll1$ takes about $\tau/(\pi\epsilon^2)$, so halving the remaining gap costs four times the total time. The last solute has to come from ever deeper in the crystal, driven by an ever weaker gradient.

For a constant enrichment ratio, the filling law of an interface fed by lattice diffusion has been derived, together with its early and late limits. What remains is the solute balance, the effect of saturation, a worked example in molybdenum and the size of the neglected effects.
